\section*{Auger angular distributions from aligned ions and the isotropy of J=1/2}

\section{One detector, two lines}

A detector at one angle counts the Auger electrons from two fine-structure levels of an ion, and the ratio of the counts is read as the ratio of the total numbers of electrons emitted. If one level emits anisotropically and the other does not, the reading is wrong by an amount that depends on where the detector stands. In the magnesium example below, which uses a model value for the ionization step, the count from the $2p_{3/2}$ hole divided by that from the $2p_{1/2}$ hole differs from the true ratio by $+20\%$ along the polarization of the ionizing light and by $-10\%$ across it. The angular distribution supplies the correction and shows which lines, and which detector angles, need none.

The picture used is a two-step one. An ion is first prepared in an isolated level $J$. It then decays without memory of its preparation, apart from the populations $p_M$ of its magnetic states, with $\sum_M p_M=1$. The preparation is symmetric about an axis $z$, so there is no coherence between different $M$. The final ionic level $J_f$ is resolved, but its projection $M_f$ and the electron spin are not observed. Exchange of energy or angular momentum with a slow photoelectron is neglected.

\section{First case: magnesium with a 2p hole}

Let Mg$^+$ $2p^53s^2$ decay to Mg$^{2+}$ $2p^6\,{}^1S_0$. All other shells are closed, so the ion's $J$ equals the $j$ of the hole. The final ion has $J_f=0$, and the electron carries away all of $J$ and $M$. The initial ion is odd and the final ion even, so $l$ is odd. For $J=3/2$ the choices are $l=1,2$, and parity leaves $l=1$.

With the coupling order $(l\,\tfrac12)j$, the angular states are
\begin{align}
|\tfrac32\tfrac32\rangle&=Y_{11}\!\uparrow, &
|\tfrac32\tfrac12\rangle&=\sqrt{\tfrac23}\,Y_{10}\!\uparrow+\sqrt{\tfrac13}\,Y_{11}\!\downarrow .
\end{align}
Spin is not observed, so the two spin components add as probabilities. Using $4\pi|Y_{10}|^2=3\cos^2\theta$, $4\pi|Y_{11}|^2=\tfrac32\sin^2\theta$ and $P_2=(3\cos^2\theta-1)/2$,
\begin{align}
4\pi W_{\pm3/2}&=\tfrac32\sin^2\theta=1-P_2,\\
4\pi W_{\pm1/2}&=2\cos^2\theta+\tfrac12\sin^2\theta=\tfrac12+\tfrac32\cos^2\theta=1+P_2 .
\end{align}
States with $\pm M$ give the same density. If each pair is equally filled, $2p_{3/2}+2p_{1/2}=1$, and the average is
\begin{equation}
4\pi W=1-A_{20}P_2(\cos\theta),\qquad A_{20}=2(p_{3/2}-p_{1/2}). \label{first}
\end{equation}
The coefficient of $A_{20}P_2$ is $\alpha_2=-1$. No decay matrix element enters it, because there is one partial wave.

For the $2p_{1/2}$ hole the wave is $p_{1/2}$:
\begin{equation}
|\tfrac12\tfrac12\rangle=-\sqrt{\tfrac13}\,Y_{10}\!\uparrow+\sqrt{\tfrac23}\,Y_{11}\!\downarrow,\qquad
4\pi W=\cos^2\theta+\sin^2\theta=1 .
\end{equation}
Each $M$ separately emits isotropically.

\section{How light aligns the hole}

Take light polarized linearly along $z$, independent electrons, and radial functions that do not depend on $j$. The dipole operator is proportional to $r\cos\theta$ and conserves $m_l$ and spin. On the $2p$ orbitals,
\begin{equation}
\cos\theta\,Y_{10}=\frac{1}{\sqrt3}Y_{00}+\frac{2}{\sqrt{15}}Y_{20},\qquad
\cos\theta\,Y_{1,\pm1}=\frac1{\sqrt5}Y_{2,\pm1}.
\end{equation}
Let $s$ and $d$ be the squared radial dipole integrals to the two photoelectron waves. The photoelectron is unobserved and its $s$ and $d$ waves are orthogonal, so probabilities add. The removal probabilities for $m_l=0$ and $|m_l|=1$ are
\begin{equation}
Q_0=\frac s3+\frac{4d}{15},\qquad Q_1=\frac d5 .
\end{equation}
Removing the orbital $|\tfrac32,\nu\rangle$ leaves an ion with $M=-\nu$. The spin components again add as probabilities, so
\begin{align}
p_{3/2}&\propto Q_1=\frac{9d}{45}, &
p_{1/2}&\propto\tfrac23Q_0+\tfrac13Q_1=\frac{10s+11d}{45}.
\end{align}
Since $2(p_{3/2}+p_{1/2})=1$, $A_{20}=(p_{3/2}-p_{1/2})/(p_{3/2}+p_{1/2})$. With $x=d/s$,
\begin{equation}
A_{20}=\frac{-10s-2d}{10s+20d}=-\frac{1+x/5}{1+2x}. \label{align}
\end{equation}

Choose $x=4$ as a round model value; it is not a computed magnesium matrix element. The real ratio depends on the photoelectron energy. A central-field estimate puts $x$ near $2$ to $3$ at 5 eV, $3$ to $6$ at 10 eV and about $14$ at 80 eV, where $A_{20}\approx-0.13$. The value $x=4$ therefore belongs to slow photoelectrons, for which the neglect of exchange with the photoelectron is least safe. Then $p_{3/2}:p_{1/2}=36:54$, so each $|M|=3/2$ state holds $0.2$ and each $|M|=1/2$ state $0.3$. Equation \eqref{align} gives $A_{20}=-1.8/9=-0.2$, and \eqref{first} becomes $4\pi W=1+0.2P_2$. This is $1.2$ at $0^\circ$, where $P_2=1$, and $0.9$ at $90^\circ$, where $P_2=-\tfrac12$. At $54.74^\circ$, where $P_2=0$, it is $1$. The $2p_{1/2}$ line gives $1$ at all three angles, hence the errors quoted at the start.

The two limits bracket the model. A pure $s$ photoelectron gives $A_{20}=-1$ and $W(0)/W(90^\circ)=2/0.5=4$. A pure $d$ photoelectron gives $A_{20}=-0.1$ and a ratio $1.1/0.95=1.16$. At $x=4$ the ratio is $1.33$.

\section{Generalization: several outgoing waves}

When $J_f\neq0$, several waves $(l,j)$ can compete and their phases matter. Let $V$ be the interaction that causes the decay. The emitted component $\chi$ obeys $(E-H)\chi=V\phi_{JM}$, with $\phi_{JM}$ the decaying state. Both $H$ and $V$ are rotationally invariant and conserve parity, so $\chi$ contains states $|(J_f,(l\tfrac12)j)JM\rangle$ with the same $J,M$, one parity of $l$, and radial functions $u_{lj}(r)/r$ independent of $M$.

Neglect coupling between the waves after emission. With electron mass $m$, potential $U$ and a real localized source $g$,
\begin{equation}
u''+\Big[k^2-\frac{l(l+1)}{r^2}-\frac{2m}{\hbar^2}U\Big]u=\frac{2m}{\hbar^2}\,g(r).
\end{equation}
Let $F$ be the regular homogeneous solution, $F\to\sin\eta$, and $H_+$ the outgoing one, $H_+\to e^{i\eta}$, with $\eta=kr-l\pi/2+\delta_{lj}$. Their Wronskian is
\begin{equation}
FH_+'-F'H_+=k\,e^{i\eta}(i\sin\eta-\cos\eta)=-k .
\end{equation}
The solution that is regular at the origin and outgoing at infinity is therefore
\begin{equation}
u(r)=-\frac{2m}{\hbar^2k}\Big[H_+(r)\!\int_0^r\!Fg\,dr'+F(r)\!\int_r^\infty\!H_+g\,dr'\Big].
\end{equation}
On differentiating once, the terms from the integration limits cancel; on differentiating twice they supply the source. Beyond the source the second integral vanishes, and
\begin{equation}
u\to-\frac{2m}{\hbar^2k}\,e^{ikr}a_{lj},\qquad
a_{lj}=(-i)^l e^{i\delta_{lj}}V_{lj},\qquad V_{lj}=\int_0^\infty Fg\,dr .
\end{equation}
For a residual charge $Ze$, the tail $U=-Ze^2/r$ adds $(mZe^2/\hbar^2k)\ln 2kr$ to $\eta$. This is the same for all waves and drops out of the distribution, while $\delta_{lj}$ then includes the Coulomb phase. Coupling between the waves would make the $V_{lj}$ complex. They would still be independent of $M$, and what follows would stand.

Apart from a common factor, the emission is described by
\begin{equation}
\Psi_M=\sum_{lj}a_{lj}\,|(J_f,(l\tfrac12)j)JM\rangle,\qquad N=\sum_{lj}|a_{lj}|^2,
\end{equation}
and $W_M(\theta)$ is $|\Psi_M|^2$ at fixed electron direction, summed over $M_f$ and spin.

\section{Which Legendre terms survive}

Each component of $\Psi_M$ with fixed $M_f$ and spin has one azimuthal phase factor, so $W_M$ depends on $\theta$ alone. Since $\int P_kP_{k'}d\Omega=4\pi\delta_{kk'}/(2k+1)$,
\begin{equation}
W_M=\sum_k\frac{2k+1}{4\pi}P_k(\cos\theta)\int W_MP_k\,d\Omega
=\sum_k\frac{2k+1}{4\pi}P_k\,\langle\Psi_M|C_{k0}|\Psi_M\rangle , \label{moment}
\end{equation}
where $C_{k0}=P_k(\cos\theta)$ acts on the electron's angles. The moments of the intensity are thus expectation values of a rank-$k$ tensor in a state of angular momentum $J$. The Wigner--Eckart theorem gives
\begin{equation}
\langle\Psi_M|C_{k0}|\Psi_M\rangle=(-1)^{J-M}\begin{pmatrix}J&k&J\\-M&0&M\end{pmatrix}R_k, \label{we}
\end{equation}
with $R_k$ independent of $M$. Two selection rules follow.

First, the triangle rule requires $k\le2J$. Second, $C_{k0}$ has parity $(-1)^k$ and all $l$ in $\Psi_M$ have the same parity, so odd $k$ vanish.

For $J=1/2$ the triangle rule admits $k=0,1$ and parity removes $k=1$. The emission is isotropic for every $J_f$, any amplitudes and phases, and any populations, including an ion with all its weight in $M=+1/2$. This is the general form of the $\cos^2\theta+\sin^2\theta$ found for $p_{1/2}$.

For the average over $M$, use
\begin{equation}
\begin{pmatrix}J&k&J\\-M&0&M\end{pmatrix}=\frac{\langle JM,J{-}M|k0\rangle}{\sqrt{2k+1}},
\end{equation}
which is the definition of the $3j$ symbol after a cyclic shift of columns. Define
\begin{equation}
A_{k0}=\sqrt{2J+1}\sum_M(-1)^{J-M}\langle JM,J{-}M|k0\rangle\,p_M .
\end{equation}
Then $\sum_Mp_M\langle C_{k0}\rangle_M=A_{k0}R_k/\sqrt{(2k+1)(2J+1)}$. Inserting this in \eqref{moment} and writing $W_0$ for the total intensity, proportional to $N$,
\begin{equation}
W(\theta)=\frac{W_0}{4\pi}\sum_{k\,\mathrm{even}\,\le2J}\alpha_kA_{k0}P_k(\cos\theta),\qquad
\alpha_k=\sqrt{\frac{2k+1}{2J+1}}\,\frac{R_k}{N}. \label{main}
\end{equation}
For $k=0$, $C_{00}=1$ gives $R_0=\sqrt{2J+1}\,N$, so $\alpha_0=A_{00}=1$. For $J=3/2$ only $k=0,2$ remain:
\begin{equation}
W(\theta)=\frac{W_0}{4\pi}\big[1+\alpha_2A_{20}P_2(\cos\theta)\big].
\end{equation}

To compare with the first case, note that $(-1)^{J-M}\langle JM,J{-}M|20\rangle$ is proportional to $3M^2-J(J+1)$, which is $\pm3$ for $J=3/2$. Normalization over four states makes it $+\tfrac12$ for $|M|=3/2$ and $-\tfrac12$ for $|M|=1/2$. With equally filled pairs, $A_{20}=2\cdot\tfrac12(2p_{3/2}-2p_{1/2})$, as in \eqref{first}.

\section{The decay parameter in terms of amplitudes}

It remains to find $R_k$. Let a tensor $T_k$ act on part $b$ of a coupled state $|(ab)cM\rangle$. Written out, its matrix element is a sum over projections of three $3j$ symbols: two from the couplings and one from the Wigner--Eckart theorem for $b$. The $6j$ symbol is defined by such a sum:
\begin{multline}
\sum_{\mu_1\mu_2\mu_3}(-1)^{b'+a+b+\mu_1+\mu_2+\mu_3}
\begin{pmatrix}c&a&b\\-M&\mu_2&-\mu_3\end{pmatrix}
\begin{pmatrix}b'&k&b\\-\mu_1&0&\mu_3\end{pmatrix}\\
\times\begin{pmatrix}b'&a&c'\\\mu_1&-\mu_2&M\end{pmatrix}
=\begin{pmatrix}c&k&c'\\-M&0&M\end{pmatrix}\begin{Bmatrix}c&k&c'\\b'&a&b\end{Bmatrix}.
\end{multline}
Let $\alpha,\beta,\beta'$ be the projections of $a,b,b'$, and set $\mu_2=\alpha$, $\mu_3=-\beta$, $\mu_1=-\beta'$. Exchanging the outer columns of the middle symbol costs $(-1)^{b+k+b'}$. In the last symbol, exchanging the first two columns and reversing all projections each cost $(-1)^{a+b'+c'}$, and these signs cancel. The coupling coefficients and the theorem for $b$ carry $(-1)^{2a-b'+2M-\beta}$. Dividing by the phase in the sum and by the $(-1)^{c-M}$ of the theorem for $c$, with $\beta'=M-\alpha$ and $2\alpha-2a$ even, leaves $(-1)^{a+b'+c+k}$:
\begin{equation}
\langle(ab)c\|T_k\|(ab')c'\rangle=(-1)^{a+b'+c+k}\sqrt{(2c+1)(2c'+1)}
\begin{Bmatrix}b&c&a\\c'&b'&k\end{Bmatrix}\langle b\|T_k\|b'\rangle . \label{red}
\end{equation}

Apply \eqref{red} with $a=J_f$, $b=j$, $b'=j'$, $c=c'=J$. Apply it again inside $j$ with $a=\tfrac12$, $b=l$, $b'=l'$. There the coupling order is reversed, which multiplies by $(-1)^{l+l'+1-j-j'}$ and turns the phase into $(-1)^{l+1/2+j'+k}$. Finally, comparing $\langle l0|C_{k0}|l'0\rangle$ with the integral of three Legendre polynomials gives
\begin{equation}
\langle l\|C_k\|l'\rangle=(-1)^l\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}.
\end{equation}
The phases multiply to $(-1)^{J+J_f+1/2+2j'}=(-1)^{J+J_f-1/2}$, since $2j'$ is odd when $j'$ is an electron's angular momentum. With $\Lambda=\sqrt{(2j+1)(2j'+1)(2l+1)(2l'+1)}$,
\begin{multline}
\alpha_k=\frac{(-1)^{J+J_f-1/2}\sqrt{(2k+1)(2J+1)}}{N}\sum_{lj,l'j'}a_{lj}^*a_{l'j'}\,\Lambda\\
\times\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}
\begin{Bmatrix}j&J&J_f\\J&j'&k\end{Bmatrix}
\begin{Bmatrix}l&j&\frac12\\j'&l'&k\end{Bmatrix}. \label{alpha}
\end{multline}

For $J_f=0$, $J=3/2$, $l=1$, the three symbols for $k=2$ are $\sqrt{2/15}$, $-1/4$ and $-1/(2\sqrt6)$. With $\Lambda=12$ and prefactor $-\sqrt{20}$, the product is $-1$, as found directly.

A case with competition is $J=3/2\to J_f=1$ with odd $l$. Equation \eqref{alpha} gives $\alpha_2=0$ for a pure $p_{1/2}$ wave, $-0.2$ for $p_{3/2}$ and $-0.8$ for $f_{5/2}$. The zero has a simple origin: an electron with $j=1/2$ cannot carry a rank-2 moment. Now mix $V_{p3/2}=1$ with $V_{f5/2}=0.5$. The weights are $0.8$ and $0.2$, so without interference $\alpha_2=0.8(-0.2)+0.2(-0.8)=-0.32$. The cross term varies as the cosine of $\Delta=\delta_f-\delta_p$. The evaluated values $0$, $-0.32$ and $-0.64$ at $\Delta=0^\circ,90^\circ,180^\circ$ fix it:
\begin{equation}
\alpha_2=-0.32+0.32\cos\Delta .
\end{equation}
At $\Delta=0$ an aligned ion emits isotropically. That is an accident of these amplitudes, unlike the isotropy for $J=1/2$.

\section{Larger $J$}

For $J\ge2$, \eqref{main} admits $k=4$. Fill only $|M|=1/2$ of a $J=5/2$ level that decays to $J_f=0$ by a $d_{5/2}$ wave. The density is $\tfrac35|Y_{20}|^2+\tfrac25|Y_{21}|^2$, and
\begin{equation}
4\pi W=\tfrac35\big(1+\tfrac{10}7P_2+\tfrac{18}7P_4\big)+\tfrac25\big(1+\tfrac57P_2-\tfrac{12}7P_4\big)=1+\tfrac87P_2+\tfrac67P_4 .
\end{equation}
The single-term form then fails.

One-photon dipole ionization of an unpolarized closed-shell atom does not create such a $P_4$ term. The ion's density matrix is bilinear in the polarization vector and its conjugate. Two vectors combine to ranks $0,1,2$, and tracing over an unobserved photoelectron preserves rank, so $A_{40}=0$. For a $d_{5/2}$ hole with squared radial integrals to $p$ and $f$ waves in the ratio $1:2.5$, the removal sum used for the $2p$ hole gives $A_{20}=-0.33$, and $A_{40}$ vanishes to rounding.

\section{Where isotropy is lost}

The proof for $J=1/2$ uses one parity, unobserved spin and $M_f$, the total $J$ of the ion, and an isolated level. If $J_f\neq0$ and a single $M_f$ is selected, the pattern is in general anisotropic. Four other cases follow.

\emph{Parity.} Let an ion with $J=1/2$, $M=+1/2$ decay to $J_f=0$ by $s_{1/2}$ and $p_{1/2}$ waves with equal amplitudes $a_{lj}$. Spin up gives $(1-\cos\theta)^2$ and spin down $\sin^2\theta$. Their sum is $2(1-\cos\theta)$, a $P_1$ term.

\emph{Spin.} If only spin-up electrons are counted in the $p_{1/2}$ wave with $M=+1/2$, the pattern is $\cos^2\theta\propto1+2P_2$.

\emph{Open shells.} A $j=1/2$ hole coupled to an outer $s$ electron can form $J=1$, for which $k=2$ is allowed. With $M=0$, $J_f=1/2$ and a $p_{3/2}$ wave, the electron has projection $\pm1/2$ with equal weight, and the pattern is $1+P_2$. The theorem concerns the $J$ of the ion, but this pattern needs more than the coupling itself. If the hole is purely $j=1/2$, the $s$ electron is an unpolarized spectator and the core closes in the decay, then ionization leaves $A_{20}=0$, only a $p_{1/2}$ wave is emitted, and the line stays isotropic. A $p_{3/2}$ wave requires an admixture of the $j=3/2$ hole into the $J=1$ level, or a decay in which the $s$ electron takes part.

\emph{Overlapping levels.} Suppose a $p$ hole is created suddenly with $m_l=0$ and definite spin, and that the levels $J=1/2$ and $3/2$ decay with equal amplitudes to $J_f=0$. Fully coherent decay gives $|Y_{10}|^2$, that is $1+2P_2$. Added as rates, with weights $\tfrac13$ and $\tfrac23$, the levels give $\tfrac13+\tfrac23(1+P_2)=1+\tfrac23P_2$. For a splitting $\Delta E$ and a common width $\Gamma$, the interference oscillates as $e^{-i\Delta E\,t/\hbar}$ while decaying as $e^{-\Gamma t/\hbar}$. Its time integral, relative to $\Delta E=0$, has the real part
\begin{equation}
\mathrm{Re}\,\frac{\Gamma}{\Gamma+i\Delta E}=\frac{\Gamma^2}{\Gamma^2+\Delta E^2}.
\end{equation}
Treating the levels as isolated therefore requires $\Delta E\gg\Gamma$. This factor holds for the interference summed over all electron energies. A count taken in a window that ends midway between the lines also collects a fraction of about $\Gamma/(\pi\Delta E)$ of the other line. In this example that gives the $J=1/2$ window a $P_2$ coefficient of about $2\Gamma/(\pi\Delta E)$ to leading order, and $0.08$ in all at $\Delta E=10\Gamma$. When the splitting is comparable to the width, the $J=1/2$ level no longer has a separate, isotropic line.
